\section*{Phonon response in magnetic spin-orbit crystals: the reversed-field Sternheimer equation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions, time reversal and the reversed-field equation}

\subsection{Definitions and conventions}

Hartree atomic units are used. The crystal has $N$ cells with periodic boundary conditions and lattice vectors $R_l$. The cell is the magnetic cell, so that charge and magnetization are both periodic. Positions $r$ and wave vectors $k,q$ are written without bold type. Three assumptions hold throughout: the electrons are treated in spin-density-functional mean field, the occupied states are separated from the empty ones by a gap, and the response is static and adiabatic.

Pseudo wave functions are two-component spinors. With $\sigma_0=1$ and the Pauli matrices $\sigma_x,\sigma_y,\sigma_z$, the index $\alpha=0,x,y,z$ labels charge and magnetization, $n_\alpha=(n,\mathbf m)$, and a Latin index $a$ runs over $x,y,z$. The densities follow from the density matrix $\rho$ of the occupied states $v$ through Hermitian operators $K_\alpha(r)$:
\begin{align}
n_\alpha(r)&=\mathrm{Tr}[K_\alpha(r)\rho],\qquad \rho=\sum_{kv}|\psi_{kv}\rangle\langle\psi_{kv}|,\label{dens}\\
K_\alpha(r)&=\sigma_\alpha|r\rangle\langle r|+\sum_{I,ij}|\beta^I_i\rangle Q^\alpha_{ij}(r-R_I)\langle\beta^I_j| .
\end{align}
The projectors $\beta^I_i$ of atom $I$ are spinors and $Q^\alpha_{ij}$ are augmentation functions. The overlap is $S=\int K_0\,dr$ and the orbitals obey $\langle\psi_{kv}|S|\psi_{k'v'}\rangle=\delta_{kk'}\delta_{vv'}$. The electronic energy is
\begin{equation}
E=\mathrm{Tr}[(\tfrac12p^2+V_{\rm NL})\rho]+\sum_\alpha\int V^{\rm ext}_\alpha n_\alpha\,dr+E_{\rm Hxc}[n_\alpha],\label{energy}
\end{equation}
where the bare nonlocal term $V_{\rm NL}$ contains the spin-orbit coupling. $V^{\rm ext}_0$ is the local ionic potential, and $V^{\rm ext}_a$ allows for the exchange field of a frozen polarized core that moves with its atom; it may be zero. Since $n_\alpha$ is linear in $\rho$, stationarity under the constraint gives $H\psi=\varepsilon S\psi$ with
\begin{equation}
H^{[\mathbf B]}=\tfrac12p^2+V_{\rm NL}+\sum_\alpha\int V_\alpha K_\alpha\,dr,\qquad V_\alpha=V^{\rm ext}_\alpha+\frac{\delta E_{\rm Hxc}}{\delta n_\alpha}=(V,\mathbf B).\label{ham}
\end{equation}
The sign convention is $H\ni+\boldsymbol\sigma\cdot\mathbf B$, with $\mathbf B$ an energy and $\mathbf m$ a number density. Without a superscript $H$ means $H^{[\mathbf B]}$. The operator $H^{[-\mathbf B]}$ is (\ref{ham}) with $V_\alpha\to s_\alpha V_\alpha$, $s=(+,-,-,-)$, at every ionic geometry. The replacement acts on the core field as well as on the exchange-correlation field, and on the augmentation part of $K_a$ as well as on the smooth part. Two further operators are needed,
\begin{equation}
W=\sum_{kv}\varepsilon_{kv}|\psi_{kv}\rangle\langle\psi_{kv}|=\rho H\rho,\qquad P_c=1-\rho S,\qquad P_c^\dagger=1-S\rho .
\end{equation}
The form $\rho H\rho$ follows from $\langle\psi_{kv}|H|\psi_{k'v'}\rangle=\varepsilon_{kv}\delta_{kk'}\delta_{vv'}$. Orthonormality gives $\rho S\psi_{kv}=\psi_{kv}$, hence $P_c\psi_{kv}=0$ and $P_c^\dagger S\psi_{kv}=0$.

\subsection{The perturbation of wave vector $q$}

Let $u_{l\mu}$ be the real displacement in cell $l$, with $\mu$ naming the sublattice and the Cartesian direction. For a quantity that depends on the geometry define the complex-weighted total derivative
\begin{equation}
\delta_q=\sum_l e^{iqR_l}\frac{d}{du_{l\mu}} .
\end{equation}
The label $\mu$ is suppressed until two patterns meet in the force constants. A subscript, as in $H_q$, $S_q$, $K_{\alpha,q}$, denotes the same weighted sum of partial derivatives taken at fixed Hxc potential, so that it sees the explicit motion of projectors, augmentation functions and $V^{\rm ext}_\alpha$. The overlap and $K_\alpha$ have no other dependence, so $\delta_qS=S_q$ and $\delta_qK_\alpha=K_{\alpha,q}$, whereas
\begin{equation}
\delta_qH=H_q+\sum_\alpha\int\delta V_\alpha K_\alpha\,dr,\qquad \delta V_\alpha(r)=\sum_\beta\int f_{\alpha\beta}(r,r')\,\delta_qn_\beta(r')\,dr',\label{dH}
\end{equation}
with the kernel $f_{\alpha\beta}=\delta^2E_{\rm Hxc}/\delta n_\alpha\delta n_\beta$ at the ground-state densities.

The derivatives $d/du_{l\mu}$ are taken with respect to real parameters and commute with Hermitian and complex conjugation, while the weights are conjugated. For a Hermitian operator $O$, a real function $g$ and a ket,
\begin{equation}
(\delta_qO)^\dagger=\delta_{-q}O,\qquad(\delta_qg)^*=\delta_{-q}g,\qquad \delta_q\langle\psi|=\big(\delta_{-q}|\psi\rangle\big)^\dagger .\label{conj}
\end{equation}
The last relation is the origin of the whole question: the bra varies through the ket response at $-q$.

Let $\tau_m$ translate functions by $R_m$, $(\tau_mg)(r)=g(r-R_m)$, so that a Bloch state has $\tau_m\psi_k=e^{-ikR_m}\psi_k$. Translating the crystal turns a displacement in cell $l$ into one in cell $l+m$, so for an operator $O$ that is lattice periodic at zero displacement, such as $H$, $S$ or $\rho$,
\begin{equation}
\tau_m(\delta_qO)\tau_m^{-1}=\sum_le^{iqR_l}\frac{dO}{du_{l+m,\mu}}=e^{-iqR_m}\,\delta_qO .
\end{equation}
Then $\tau_m(\delta_qO)\psi_k=e^{-i(k+q)R_m}(\delta_qO)\psi_k$: the operator $\delta_qO$ raises the Bloch vector by $q$.

\subsection{First-order density matrix}

Single eigenstates need not be differentiable where occupied levels are degenerate, but the gap makes the occupied space smooth. Choose in it a smooth $S$-orthonormal set that equals the eigenstates at zero displacement. With $v$ standing for $kv$, it satisfies $H\psi_v=\sum_{v'}S\psi_{v'}\Lambda_{v'v}$, where $\Lambda$ is diagonal at zero displacement. Applying $\delta_q$ to the normalization gives
\begin{equation}
(\delta_q\langle\psi_{v'}|)S|\psi_v\rangle+\langle\psi_{v'}|S\,\delta_q|\psi_v\rangle=-\langle\psi_{v'}|S_q|\psi_v\rangle .\label{orth}
\end{equation}
Define the conduction part $\Delta\psi^{\pm q}_v=P_c\,\delta_{\pm q}\psi_v$. Since $1=P_c+\rho S$, the ket variation is $\delta_q|\psi_v\rangle=|\Delta\psi_v^{q}\rangle+\rho S\,\delta_q|\psi_v\rangle$. By (\ref{conj}) the bra variation is $\delta_q\langle\psi_v|=\langle\Delta\psi_v^{-q}|+(\delta_q\langle\psi_v|)S\rho$. The two occupied parts contribute to $\delta_q\rho$ the sum
\begin{equation}
\sum_{vv'}|\psi_{v'}\rangle\Big[\langle\psi_{v'}|S\,\delta_q|\psi_v\rangle+(\delta_q\langle\psi_{v'}|)S|\psi_v\rangle\Big]\langle\psi_v| ,
\end{equation}
where $v$ and $v'$ were exchanged as dummy labels in the second term. The bracket is (\ref{orth}), so
\begin{align}
\delta_q\rho&=X_1+X_2-\rho S_q\rho,\label{drho}\\
X_1&=\sum_{kv}|\Delta\psi^{q}_{kv}\rangle\langle\psi_{kv}|,\qquad X_2=\sum_{kv}|\psi_{kv}\rangle\langle\Delta\psi^{-q}_{kv}| .\nonumber
\end{align}
$X_1$ carries $k$ to $k+q$ and $X_2$ carries $k-q$ to $k$. The product rule applied to (\ref{dens}) gives
\begin{equation}
\delta_qn_\alpha=n^{(1)}_\alpha+n^{(2)}_\alpha+n^{\rm fix}_\alpha,\qquad n^{\rm fix}_\alpha=\mathrm{Tr}[K_{\alpha,q}\rho]-\mathrm{Tr}[K_\alpha\rho S_q\rho],\label{dn}
\end{equation}
with $n^{(1)}_\alpha=\sum\langle\psi_{kv}|K_\alpha|\Delta\psi^q_{kv}\rangle$ and $n^{(2)}_\alpha=\sum\langle\Delta\psi^{-q}_{kv}|K_\alpha|\psi_{kv}\rangle$. The term $n^{\rm fix}$ holds occupied states alone, needs no linear solve and vanishes for norm-conserving potentials, where $S=1$ and $K_\alpha$ does not move. Because $K_\alpha$ is Hermitian,
\begin{equation}
n^{(2)}_\alpha(r;q)=n^{(1)}_\alpha(r;-q)^* .\label{n2n1}
\end{equation}

\subsection{The two Sternheimer equations}

Differentiating the eigenvalue equation gives
\begin{equation}
(H-\varepsilon_vS)\,\delta_q\psi_v+(\delta_qH-\varepsilon_vS_q)\psi_v=\sum_{v'}S\psi_{v'}\,\delta_q\Lambda_{v'v}.
\end{equation}
Acting with $P_c^\dagger$ removes the right side because $P_c^\dagger S\psi_{v'}=0$. The projector passes through $H-\varepsilon S$: from $H\rho=SW$ and its adjoint $\rho H=WS$ one has $S\rho H=SWS=H\rho S$, so $P_c^\dagger H=HP_c$, and $P_c^\dagger S=S-S\rho S=SP_c$. Therefore
\begin{equation}
(H-\varepsilon_{kv}S)\,\Delta\psi^{\pm q}_{kv}=-P_c^\dagger\,(\delta_{\pm q}H-\varepsilon_{kv}S_{\pm q})\,\psi_{kv}.\label{stern}
\end{equation}
The upper sign is a linear system in the Bloch sector $k+q$ and the lower sign one in the sector $k-q$, with $\delta_{-q}H=(\delta_qH)^\dagger$ built from $\delta V_\alpha^*$. On the conduction space $H-\varepsilon_{kv}S$ is positive by the gap. On the occupied space it can be singular, which is cured by adding $\gamma S\rho S$ to the left side. Projecting the modified equation on an occupied $\psi_{v'}$ gives $(\varepsilon_{v'}-\varepsilon_v+\gamma)\langle\psi_{v'}|S|\Delta\psi\rangle=0$, since $\langle\psi_{v'}|P_c^\dagger=0$. For $\gamma$ larger than the occupied bandwidth the bracket is positive, the solution has no occupied part and the added term vanishes on it.

Equations (\ref{dH}), (\ref{dn}) and (\ref{stern}) are closed and make no use of time reversal. They hold two linear solves per state. The question is whether the second can be obtained from the first.

\subsection{Time reversal}

Let $T=i\sigma_y\mathcal K$, with $\mathcal K$ complex conjugation in the position representation. $T$ is antilinear, $Tc=c^*T$, and since $i\sigma_y$ is a real unitary matrix, $\langle Ta|Tb\rangle=\langle b|a\rangle$. Three consequences are used. First, with $x=T^{-1}a$ and $y=OT^{-1}b$,
\begin{equation}
\langle a|TOT^{-1}b\rangle=\langle y|x\rangle=\langle T^{-1}b|O^\dagger T^{-1}a\rangle=\langle TO^\dagger T^{-1}a|b\rangle,
\end{equation}
so $(TOT^{-1})^\dagger=TO^\dagger T^{-1}$. Second,
\begin{equation}
\langle a|O|b\rangle=\langle TOb|Ta\rangle=\langle TOT^{-1}\,Tb|Ta\rangle=\langle Tb|\,TO^\dagger T^{-1}\,|Ta\rangle .\label{anti}
\end{equation}
Third, $T|a\rangle\langle b|T^{-1}=|Ta\rangle\langle Tb|$, because $T(|a\rangle\langle b|T^{-1}c\rangle)=\langle b|T^{-1}c\rangle^*\,Ta$ and $\langle b|T^{-1}c\rangle^*=\langle T^{-1}c|b\rangle=\langle Tb|c\rangle$.

On spin, $T\sigma_aT^{-1}=\sigma_y\sigma_a^*\sigma_y$. For the real matrices $\sigma_x,\sigma_z$, which anticommute with $\sigma_y$, this is $-\sigma_a$; for $\sigma_y^*=-\sigma_y$ it is $-\sigma_y$. Conjugation reverses $p$ and the orbital angular momentum $\mathbf L$, so $p^2$ and $\mathbf L\cdot\boldsymbol\sigma$ are even. Since $T$ commutes with $\tau_m$ and conjugates its eigenvalue, $T$ maps the sector $-k$ to the sector $k$.

The atomic dataset is assumed to respect time reversal:
\begin{equation}
TV_{\rm NL}T^{-1}=V_{\rm NL},\qquad TK_\alpha(r)T^{-1}=s_\alpha K_\alpha(r),\qquad TST^{-1}=S .\label{parity}
\end{equation}
The third relation is the integral of the second for $\alpha=0$. The second is a theorem when $K_\alpha=\mathcal A^\dagger\sigma_\alpha|r\rangle\langle r|\mathcal A$ with a PAW transformation $\mathcal A$ that commutes with $T$, as it does when partial waves and projectors come from a nonmagnetic atom in sets closed under $T$: then $T\mathcal A^\dagger T^{-1}=\mathcal A^\dagger$ and the parity is that of $\sigma_\alpha$. For pseudized augmentation functions it is a condition to be kept by the pseudization. Since the fields $V_\alpha(r)$ are real, (\ref{ham}) and (\ref{parity}) give, at every real geometry and fixed Hxc potential,
\begin{equation}
TH^{[\mathbf B]}T^{-1}=H^{[-\mathbf B]} .\label{TH}
\end{equation}
Differentiate (\ref{TH}) with respect to a real $u_{l\mu}$, which commutes with $T$, and sum with the weights $e^{-iqR_l}$, which $T$ conjugates:
\begin{equation}
TH^{[\mathbf B]}_{-q}T^{-1}=H^{[-\mathbf B]}_{q},\qquad TS_{-q}T^{-1}=S_q .\label{THq}
\end{equation}
The self-consistent part of $\delta_{-q}H$ contains $\delta V_\alpha^*$. $T$ conjugates it back and gives $K_\alpha$ its sign, so
\begin{equation}
T(\delta_{-q}H)T^{-1}=H_q^{[-\mathbf B]}+\sum_\alpha\int s_\alpha\,\delta V_\alpha K_\alpha\,dr\equiv\delta_q\tilde H .\label{dHt}
\end{equation}
The induced scalar potential $\delta V_0$ enters unchanged and the induced exchange field enters as $-\delta\mathbf B$, both with wave vector $+q$ and without complex conjugation.

\subsection{The reversed-field equation}

Define
\begin{equation}
\phi_{kv}=T\psi_{-kv},\qquad\chi_{kv}=T\Delta\psi^{-q}_{-kv},\qquad\tilde\varepsilon_{kv}=\varepsilon_{-kv},\qquad\tilde\rho=T\rho T^{-1}=\sum_{kv}|\phi_{kv}\rangle\langle\phi_{kv}| .
\end{equation}
The state $\phi_{kv}$ lies in the sector $k$. The response $\Delta\psi^{-q}_{-kv}$ lies in $-k-q$, so $\chi_{kv}$ lies in $k+q$. Applying $T$ to $H\psi_{-kv}=\varepsilon_{-kv}S\psi_{-kv}$, with real $\varepsilon$, gives
\begin{equation}
H^{[-\mathbf B]}\phi_{kv}=\tilde\varepsilon_{kv}S\phi_{kv}.
\end{equation}
The band structure of the reversed Hamiltonian is that of the original one reflected through $k=0$, with the same gap. The projector transforms as $TP_c^\dagger T^{-1}=1-S\tilde\rho\equiv\tilde P_c^\dagger$. Take the lower sign of (\ref{stern}) at $-k$, act with $T$ from the left and insert $T^{-1}T$ between all factors. With (\ref{TH})--(\ref{dHt}),
\begin{equation}
\big(H^{[-\mathbf B]}-\tilde\varepsilon_{kv}S\big)\chi_{kv}=-\tilde P_c^\dagger\big(\delta_q\tilde H-\tilde\varepsilon_{kv}S_q\big)\phi_{kv}.\label{rev}
\end{equation}
This has the form of the $+q$ equation (\ref{stern}), from $k$ to $k+q$, with every exchange field reversed: in the Hamiltonian, in the unperturbed states, in the projector, in the bare perturbation and in the induced potential. $T$ is invertible, so (\ref{rev}) and the $-q$ equation are equivalent. Either may be solved.

The density follows from (\ref{anti}) with $a=\Delta\psi^{-q}_{-kv}$, $b=\psi_{-kv}$ and $O=O^\dagger=K_\alpha$, after relabelling $k\to-k$ in the sum, which requires a $k$ mesh closed under $k\to-k$:
\begin{equation}
\delta_qn_\alpha=\sum_{kv}\langle\psi_{kv}|K_\alpha|\Delta\psi^q_{kv}\rangle+s_\alpha\sum_{kv}\langle\phi_{kv}|K_\alpha|\chi_{kv}\rangle+n^{\rm fix}_\alpha .\label{main}
\end{equation}
The second solution adds to the charge and is subtracted in the magnetization. The operator $\tilde X=\sum|\chi_{kv}\rangle\langle\phi_{kv}|$ does not depend on how the $\phi$ are chosen within a degenerate level: for fixed $\tilde\varepsilon$, (\ref{rev}) is a linear map $\chi=G\phi$, so the level contributes $G\sum|\phi\rangle\langle\phi|$, which a unitary mixing leaves unchanged. The $\phi$ may therefore come from applying $T$ or from diagonalizing $H^{[-\mathbf B]}$ afresh.

\subsection{Meaning and self-consistency}

Equation (\ref{anti}) with $a=b=\psi_{-kv}$ shows that $\tilde\rho$ has the densities $\tilde n_\alpha=s_\alpha n_\alpha$. Let the functional be even, $E_{\rm Hxc}[n,-\mathbf m]=E_{\rm Hxc}[n,\mathbf m]$, as it is for a dependence through $n$ and $|\mathbf m|$. Differentiating this identity once and twice gives
\begin{equation}
V^{\rm Hxc}_\alpha[sn]=s_\alpha V^{\rm Hxc}_\alpha[n],\qquad f_{\alpha\beta}[sn]=s_\alpha s_\beta f_{\alpha\beta}[n].\label{even}
\end{equation}
The first relation makes $\tilde\rho$ the self-consistent ground state of the crystal with all moments reversed, at each geometry. Its response is $\delta_q\tilde n_\alpha=s_\alpha\delta_qn_\alpha$, and its induced potential is $\sum_\beta f_{\alpha\beta}[sn]\,s_\beta\,\delta_qn_\beta=s_\alpha\delta V_\alpha$ because $s_\beta^2=1$. This agrees with (\ref{dHt}). Equation (\ref{rev}) is thus the ket equation of the time-reversed crystal. For an implementation, the kernel is applied once, at $+\mathbf m$, to the full density (\ref{main}), and the sign is put on the result. Evaluating the kernel at $-\mathbf m$ and applying it to the unreversed $\delta_qn_\beta$ would flip the charge-spin block $f_{0a}$ and leave the spin-spin block alone, which differs from (\ref{dHt}) in both the scalar and the vector component.

That (\ref{rev}) is a different equation is seen from $H^{[-\mathbf B]}-H^{[\mathbf B]}=-2\int\mathbf B\cdot\mathbf K\,dr$ and from the expansion in $S$-orthonormal conduction states $c$. Projecting (\ref{stern}) on $\psi_{k\pm q,c}$ gives
\begin{equation}
\Delta\psi^{\pm q}_{kv}=\sum_c\psi_{k\pm q,c}\,\frac{\langle\psi_{k\pm q,c}|\delta_{\pm q}H-\varepsilon_{kv}S_{\pm q}|\psi_{kv}\rangle}{\varepsilon_{kv}-\varepsilon_{k\pm q,c}} .
\end{equation}
The first term of (\ref{main}) sums virtual transitions $k\to k+q$ and the second sums transitions $-k\to-k-q$. Relabelled, the second runs over $k\to k-q$. When $2q$ is not a reciprocal lattice vector and no symmetry relates $k$ to $-k$, neither the denominators nor the matrix elements are paired. Unequal summands do not prove unequal sums; the worked example shows that the sums differ in a model with no such symmetry, and several cases in which the two terms are related are derived below.

In a PAW implementation the one-centre energies depend on the atomic occupation matrices $\rho^I_{ij}=\langle\beta_i^I|\rho|\beta_j^I\rangle$ and add terms $|\beta_i^I\rangle D^I_{ij}\langle\beta_j^I|$ to $H$. The steps leading to (\ref{rev}) use the transformed operators $THT^{-1}$ and $T(\delta_{-q}H)T^{-1}$ together with $TST^{-1}=S$ and $TS_{-q}T^{-1}=S_q$, so they carry over: at each real geometry $D^I$ is split into a time-even part, which is kept, and a time-odd part, which changes sign, and $\delta_q$ then acts on the two parts. The numerical example covers the ultrasoft form (\ref{energy}) and not this extension.

\section{Force constants, exceptions and a worked example}

\subsection{What is taken from the first half}

The occupied density matrix is $\rho$, $W=\rho H\rho$, $S$ is the overlap, and $n_\alpha=\mathrm{Tr}[K_\alpha\rho]$ for $\alpha=0,x,y,z$. The symbol $\delta_q=\sum_le^{iqR_l}d/du_{l\mu}$ is a total derivative; $H_q,S_q,K_{\alpha,q}$ are explicit derivatives at fixed Hxc potential, and $\delta_qH=H_q+\sum_\alpha\int\delta V_\alpha K_\alpha$. The first-order density matrix is $\delta_q\rho=X_1+X_2-\rho S_q\rho$ with $X_1=\sum|\Delta\psi^q\rangle\langle\psi|$ and $X_2=\sum|\psi\rangle\langle\Delta\psi^{-q}|$. With $T=i\sigma_y\mathcal K$ and $s=(+,-,-,-)$, the states $\phi_{kv}=T\psi_{-kv}$ and $\chi_{kv}=T\Delta\psi^{-q}_{-kv}$ obey the $+q$ Sternheimer equation (\ref{rev}) with $(\mathbf B,\delta\mathbf B)$ reversed and energies $\tilde\varepsilon_{kv}=\varepsilon_{-kv}$, and $\delta_qn_\alpha=n^{(1)}_\alpha+n^{(2)}_\alpha+n^{\rm fix}_\alpha$ with $n^{(2)}_\alpha=s_\alpha\sum\langle\phi|K_\alpha|\chi\rangle$.

This part has shown that the $-q$ Sternheimer equation is equivalent to a $+q$ equation with every exchange field reversed, whose solution adds to the induced charge and is subtracted in the induced magnetization. What remains is to derive the force constants, identify the cases that need no second solve, and test the results in a worked example.
